# Threshold Shift from Fixed Charge in a Gate Insulator, part 1

(Sections cited here and not found follow in the second part.)

## 1. Threshold voltage and the first moment of the charge

A fixed charge density \(\rho(x)\) in a uniform gate insulator of thickness \(d\) and permittivity \(\varepsilon\) shifts the threshold voltage of a thin-film transistor by

\[
\Delta V_T=-\frac{1}{\varepsilon}\int_0^{d}x\,\rho(x)\,dx=-\frac{1}{C_i}\int_0^{d}\frac{x}{d}\,\rho(x)\,dx,\qquad C_i=\frac{\varepsilon}{d}, \tag{1}
\]

where \(x\) is measured from the gate and \(C_i\) is the insulator capacitance per unit area. The integral is the first moment of the charge about the gate. Charge at the channel interface, \(x=d\), acts with full weight, and charge at the surface of an ideal gate, \(x=0\), has no effect. Positive charge makes the threshold more negative.

Equation (1) holds under five conditions. The charge is uniform in the plane of the device, so that the problem has one dimension. It is fixed, which means that it does not change when the gate voltage is swept. The gate is an ideal metal whose work function the charge leaves unaltered. The permittivity is the same throughout the insulator. The film itself is taken to be the same with and without the insulator charge. The second half of this section relaxes several of these conditions and finds what replaces (1).

### Geometry and signs

The gate occupies \(x<0\), the insulator \(0<x<d\), and the semiconductor film \(d<x<d+t\). It does not matter whether the gate lies below or above the film in the actual device, because \(x\) runs from the gate in either case. The electric field \(E\), the displacement \(D\) and the potential \(\varphi\) obey

\[
E=-\frac{d\varphi}{dx},\qquad D=\varepsilon E,\qquad \frac{dD}{dx}=\rho . \tag{2}
\]

The last relation is Gauss's law in one dimension; combined with the first two it is Poisson's equation. A positive \(D\) points from the gate towards the film. The potential is referred to the grounded source, and the drain voltage is taken to be small, so that the film has nearly the same electrical state along the whole channel.

The gate voltage differs from the potential at the gate surface by a constant \(V_0\), which contains the work-function difference between gate and film:

\[
V_G=V_0+\varphi(0). \tag{3}
\]

A sheet of charge at the channel interface is counted as part of the insulator charge. The upper limit \(d\) in the integrals below therefore lies just beyond such a sheet.

### What is held fixed at threshold

Threshold is defined here as the gate voltage at which the film contains a chosen number \(N_s\) of free electrons per unit area. This corresponds to the practical criterion of a chosen small drain current, provided that the mobility depends on the state of the film alone. The derivation needs one fact: a given \(N_s\) fixes both the potential at the interface and the displacement entering the film. This can be shown without choosing a particular semiconductor.

Let the charge density in the film be a function \(\rho_f(\varphi)\) of the local potential. A higher potential attracts more electrons, into the band and into any localized states, so \(\rho_f\) decreases as \(\varphi\) rises. With film permittivity \(\varepsilon_f\) and no field at the back surface,

\[
\varepsilon_f\frac{d^2\varphi}{dx^2}=-\rho_f(\varphi),\qquad \left.\frac{d\varphi}{dx}\right|_{x=d+t}=0. \tag{4}
\]

Once the potential \(\varphi_b\) at the back surface is given, (4) can be integrated from the back to the interface. The possible states of the film thus form a family with one parameter, \(\varphi_b\).

Take two members of the family, \(\varphi_1\) and \(\varphi_2\), with \(\varphi_1>\varphi_2\) at the back. Their difference \(u=\varphi_1-\varphi_2\), written as a function of the distance \(s=d+t-x\) from the back surface, obeys

\[
\varepsilon_f\frac{d^2u}{ds^2}=\rho_f(\varphi_2)-\rho_f(\varphi_1),\qquad u(0)>0,\qquad \left.\frac{du}{ds}\right|_{s=0}=0. \tag{5}
\]

The second derivative has the same form in \(s\) as in \(x\), because reversing the direction changes the sign twice. As long as \(u>0\), the right-hand side is positive, since \(\rho_f\) is a decreasing function. The slope \(du/ds\) starts at zero and can then only increase. Hence \(u\) never falls below its starting value, and \(\varphi_1>\varphi_2\) throughout the film. The first state has more free electrons at every depth and so a larger \(N_s\).

It follows that \(N_s\) increases steadily with \(\varphi_b\), and that a chosen \(N_s\) selects one value of \(\varphi_b\). That value determines the whole potential in the film, including the interface potential \(\varphi(d)\) and the displacement just inside the film, which is called \(D_{th}\). A fixed charge on the back surface would change the slope there, but by the same amount for both states, so (5) and the conclusion would stand.

Integrating Gauss's law over the film relates \(D_{th}\) to the net film charge per unit area, \(Q_f\). The displacement is zero at the back, so \(0-D_{th}=Q_f\), or

\[
D_{th}=-Q_f. \tag{6}
\]

If the film contains fixed donors of density \(N_D\) and free electrons alone, then \(Q_f=q(N_Dt-N_s)\) and \(D_{th}=q(N_s-N_Dt)\), where \(q\) is the elementary charge. An excess of electrons over donors requires a field pointing from the gate to the film, as expected for a positive gate.

Nothing in this argument refers to charge in the insulator. When insulator charge is added and the gate voltage is readjusted until \(N_s\) has its old value, \(\varphi(d)\) and \(D_{th}\) also have their old values.

### Gauss's law followed back from the channel

Since the displacement is known at the channel, it is convenient to start there. Integrating \(dD/dx'=\rho(x')\) from a point \(x\) in the insulator to the interface gives

\[
D_{th}-D(x)=\int_x^{d}\rho(x')\,dx', \tag{7}
\]

and therefore

\[
D(x)=D_{th}-\int_x^{d}\rho(x')\,dx'. \tag{8}
\]

The displacement at \(x\) is altered by the charge that lies between \(x\) and the channel. Charge on the gate side of \(x\) does not enter, because the displacement is held fixed at the channel end.

The potential difference across the insulator is the integral of the field. From \(E=-d\varphi/dx\),

\[
\varphi(0)-\varphi(d)=\int_0^{d}E(x)\,dx=\frac{1}{\varepsilon}\int_0^{d}D(x)\,dx, \tag{9}
\]

where the uniform permittivity has been taken outside the integral. Substituting (8), and noting that \(D_{th}\) is constant,

\[
\varphi(0)-\varphi(d)=\frac{D_{th}\,d}{\varepsilon}-\frac{1}{\varepsilon}\int_0^{d}dx\int_x^{d}dx'\,\rho(x'). \tag{10}
\]

The double integral covers the pairs with \(0<x<x'<d\). The same region is covered by letting \(x'\) run from \(0\) to \(d\) and, for each \(x'\), letting \(x\) run from \(0\) to \(x'\). The integrand does not depend on \(x\), so the inner integral gives the factor \(x'\):

\[
\int_0^{d}dx\int_x^{d}dx'\,\rho(x')=\int_0^{d}dx'\,\rho(x')\int_0^{x'}dx=\int_0^{d}x'\rho(x')\,dx'. \tag{11}
\]

This is where the first moment comes from. A charge at \(x'\) changes the field over the length \(x'\) between itself and the gate, and the voltage it contributes is proportional to that length.

With (3), (10) and (11), the gate voltage at threshold is

\[
V_T=V_0+\varphi(d)+\frac{D_{th}\,d}{\varepsilon}-\frac{1}{\varepsilon}\int_0^{d}x\,\rho(x)\,dx. \tag{12}
\]

Without insulator charge the first three terms are the same and the last is absent. Subtracting the two cases gives (1).

The shift is linear in \(\rho\), although the response of the film to a gate voltage is strongly nonlinear. The nonlinearity sits in the relation between \(N_s\), \(\varphi(d)\) and \(D_{th}\), and these quantities cancel when two situations with the same \(N_s\) are compared.

The same subtraction can be made for any other value of \(N_s\), and the last term of (12) does not depend on that value. The whole curve of electron density against gate voltage is therefore displaced without change of shape:

\[
N_s(V_G;\rho)=N_s(V_G-\Delta V_T;0). \tag{13}
\]

A change in the shape of a measured transfer curve shows that at least one assumption has failed. The charge may follow the bias, the film or its mobility may have changed, or the charge may be uneven in the plane.

### A sheet of charge and its counter-charge

For a sheet of charge \(\sigma\) per unit area at position \(x_0\), \(\rho(x)=\sigma\,\delta(x-x_0)\), and (1) becomes

\[
\Delta V_T=-\frac{\sigma x_0}{\varepsilon}=-\frac{\sigma}{C_i}\,\frac{x_0}{d}. \tag{14}
\]

The gate charge explains why the position matters. An ideal metal has no field inside, so its surface charge \(\sigma_G\) equals the displacement just outside it. Equation (8) at \(x=0\) gives

\[
\sigma_G=D_{th}-Q_i,\qquad Q_i=\int_0^{d}\rho(x)\,dx. \tag{15}
\]

At a fixed state of the film, the gate charge changes by \(-Q_i\) wherever the insulator charge lies. The sheet and its counter-charge on the gate form a parallel-plate capacitor of thickness \(x_0\). Its field is \(-\sigma/\varepsilon\) between the plates and zero beyond them, and the voltage across it is (14). When the sheet approaches the gate, the counter-charge remains but the gap closes, and the voltage vanishes.

This differs from what happens when the gate voltage is held fixed and the charge is introduced. Suppose that the film is well accumulated, so that \(\varphi(d)\) hardly changes. The voltage across the insulator is then nearly unchanged, and (10) requires

\[
0\simeq\frac{d\,\delta D}{\varepsilon}-\frac{\sigma x_0}{\varepsilon},\qquad \delta D\simeq\sigma\frac{x_0}{d}, \tag{16}
\]

where \(\delta D\) is the change of displacement at the channel. By (6) the film charge changes by \(-\sigma x_0/d\), and by overall neutrality the gate charge changes by \(-\sigma(1-x_0/d)\). The two electrodes share the counter-charge. Restoring the original film charge requires a change of gate voltage, and that change is (14).

Equation (14) also shows how thickness enters. For a sheet at the channel interface, \(x_0=d\), and the shift grows in proportion to the insulator thickness if \(\sigma\) and \(\varepsilon\) are held fixed. For a sheet at a fixed distance from the gate, the shift does not depend on \(d\) at all.

### The choice of origin and the case of zero net charge

The moment has to be taken about the gate. If it is taken about another point \(a\), then

\[
\int_0^{d}(x-a)\rho\,dx=\int_0^{d}x\rho\,dx-aQ_i , \tag{17}
\]

and the result differs by \(aQ_i\). The choice of origin drops out when the net charge is zero.

A neutral distribution can nevertheless shift the threshold. Let positive charge \(\sigma\) have its centroid at \(\bar x_+\) and negative charge \(-\sigma\) its centroid at \(\bar x_-\). Then

\[
\Delta V_T=-\frac{\sigma(\bar x_+-\bar x_-)}{\varepsilon}. \tag{18}
\]

The shift is negative when the positive charge lies nearer the channel. Moving charge through the insulator likewise changes the threshold without altering the amount of charge.

A measured shift yields one number, the first moment, and leaves the profile undetermined. It is often expressed as the equivalent interface charge \(Q_{eq}=-C_i\Delta V_T\). If all the insulator charge has one sign, then \(x/d\le1\) in (1) gives

\[
|Q_i|\ge C_i|\Delta V_T| , \tag{19}
\]

with equality when the charge lies at the channel interface. If both signs are present, the net charge need not obey this inequality, as (18) shows.

## 2. Layers, real gates and a stressed transistor

The symbols are those of the first half: \(x\) is the distance from the gate, \(d\) the insulator thickness, \(\varepsilon\) its permittivity, \(C_i=\varepsilon/d\), \(Q_i\) the total insulator charge per unit area and \(N_s\) the electron sheet density in the film. A chosen \(N_s\) fixes the interface potential \(\varphi(d)\) and the displacement \(D_{th}\) entering the film. The displacement in the insulator is (8), and fixed charge in a uniform insulator gives the shift (1).

### A layered insulator

If the permittivity varies with depth, Gauss's law and (8) are unchanged, but the field is \(D(x)/\varepsilon(x)\). The part of the insulator voltage due to the charge becomes

\[
\Delta V_T=-\int_0^{d}\frac{dx}{\varepsilon(x)}\int_x^{d}dx'\,\rho(x')=-\int_0^{d}S(x')\rho(x')\,dx',\qquad S(x')=\int_0^{x'}\frac{dx}{\varepsilon(x)}. \tag{20}
\]

The order of integration was exchanged as in (11). The weight \(S\) is the inverse capacitance per unit area of the material between the gate and the charge. It is still zero at the gate, but it is no longer proportional to distance.

For a numerical case, take \(\sigma/q=5\times10^{11}\ \mathrm{cm^{-2}}\), \(d=100\) nm and relative permittivity 3.9. The capacitance is \(34.53\ \mathrm{nF/cm^2}\), and the shift for a sheet at the channel has magnitude

\[
V_\sigma=\frac{\sigma}{C_i}=\frac{(1.602\times10^{-19}\ \mathrm C)(5\times10^{11}\ \mathrm{cm^{-2}})}{34.53\times10^{-9}\ \mathrm{F/cm^2}}=2.320\ \mathrm V. \tag{21}
\]

Now let the 50 nm nearest the channel have relative permittivity 7.0 instead. A sheet in the middle, at \(x=50\) nm, still has 50 nm of the first material between itself and the gate, so its shift remains \(-2.320\times0.50=-1.160\) V. A sheet at 75 nm has a further 25 nm of the second material behind it:

\[
\Delta V_T=-2.320\left(0.50+0.25\,\frac{3.9}{7.0}\right)\mathrm V=-1.483\ \mathrm V. \tag{22}
\]

Using \(x/d\) with the total capacitance of the two layers would give \(-0.903\) V for the sheet in the middle, which is wrong. Numerical solution of Poisson's equation through both layers and the film gives \(-1.160\) V and \(-1.483\) V for the two positions, in agreement with (20).

At a fixed electron density in the film, fixed insulator charge shifts the threshold by its first moment about the gate, and in a layered insulator the distance is replaced by the inverse capacitance between gate and charge. Still to be treated are charge that follows the gate bias, a gate with a finite screening length, and a calculated example of an oxide transistor after illumination stress, with the limits of the fixed-charge model.
